\section*{Layer fields in a superlattice from two successive box averages}

\section{Result and conditions}

Let a superlattice of period $L$ consist of a layer A of thickness $L_A$, built from cells of period $a$, and a layer B of thickness $L_B$, built from cells of period $b$, stacked along $z$. Let $V(z)$ be its electrostatic potential averaged over the layer plane. Average $V$ over a sliding box of width $a$, then average the result over a sliding box of width $b$. Inside layer $j$ the outcome is the straight line
\begin{equation}
\overline{\overline V}(z)=c_j-E_jz ,\qquad j=A,B, \label{result}
\end{equation}
at every point farther than
\begin{equation}
M=\frac{a+b}{2}+g \label{margin}
\end{equation}
from an interface. A line fitted there has slope $-E_j$, where $E_j$ is the macroscopic field of the layer. The guard distance $g$ is the depth beyond which the charge density of the layer repeats from cell to cell.

Three conditions enter: the cells in the interior of each layer are alike and neutral, there is no free charge, and each layer is thicker than $2M$ by enough to leave a fit window. The sign convention is $E=-dV/dz$, and $V$ is the potential, not the electron energy $-eV$.

\section{Why the potential is a line plus a ripple}

The plane-averaged charge density $\rho$ obeys $dE/dz=\rho/\varepsilon_0$. In the interior of A, $\rho$ has period $a$ and integrates to zero over a cell, so
\begin{equation}
E(z+a)-E(z)=\frac1{\varepsilon_0}\int_z^{z+a}\rho\,ds=0 .
\end{equation}
The microscopic field is therefore periodic. Call its cell average $E_A$. Then $V(z+a)-V(z)=-E_Aa$, so $V+E_Az$ has period $a$. Splitting off its mean $c_A$ gives
\begin{equation}
V(z)=c_A-E_Az+r_A(z),\qquad \int_z^{z+a}r_A\,ds=0 . \label{split}
\end{equation}
The same holds in B with period $b$.

The field can be tied to the polarization. Consider a neutral group of charges around $z_0$ with dipole $p$ per area, and let $E_0$ be the field on both sides of it. Integration by parts across the group gives
\begin{align}
\Delta V&=-\int E\,dz=-\big[(z-z_0)E\big]+\int (z-z_0)\frac{dE}{dz}\,dz\\
&=-E_0\Delta z+\frac{p}{\varepsilon_0}. \label{rise}
\end{align}
Each group thus raises the potential by $p/\varepsilon_0$ on top of the uniform drop. If the tails of neighbouring identical groups overlap, the parts of their steps crossed within one period still add up to one full step.

Let $P_j$ be the total polarization of layer $j$, including all induced parts, so that a cell of A carries $p=P_Aa$. Let $\langle P\rangle$ be the average of the polarization over $L$. For a short-circuited superlattice $V(L)=V(0)$, and summing (\ref{rise}) over one period gives $0=-E_0L+\langle P\rangle L/\varepsilon_0$. For one cell of A it gives $-E_Aa=-E_0a+P_Aa/\varepsilon_0$. Together,
\begin{equation}
E_j=\frac{\langle P\rangle-P_j}{\varepsilon_0}. \label{dipolefield}
\end{equation}
Under a bias $V(L)-V(0)=U$, the left side of the sum is $U$ instead of zero. Then $E_0=\langle P\rangle/\varepsilon_0-U/L$, and at given polarizations every layer field shifts by $-U/L$. If the bias changes the polarizations, their new values enter (\ref{dipolefield}) as well.

\section{What the two boxes do}

The box average of width $w$ and its derivative are
\begin{equation}
\overline V_w(z)=\frac1w\int_{z-w/2}^{z+w/2}V\,ds,\qquad
\frac{d\overline V_w}{dz}=\frac{V(z+w/2)-V(z-w/2)}{w}.
\end{equation}
A straight line passes unchanged, because the box is symmetric about $z$. In layer A, the box of width $a$ removes $r_A$ by (\ref{split}), and the box of width $b$ then acts on a line. In layer B, the box of width $a$ turns $r_B$ into another function of period $b$ and zero mean, which the box of width $b$ removes. The value at $z$ draws on $V$ within $(a+b)/2$ of $z$. Adding the guard distance gives (\ref{margin}).

On a plane wave the box acts as a factor:
\begin{equation}
\frac1w\int_{z-w/2}^{z+w/2}e^{iks}ds=S(kw)\,e^{ikz},\qquad
S(x)=\frac{\sin(x/2)}{x/2}. \label{factor}
\end{equation}
The two boxes multiply each Fourier component by $S(ka)S(kb)$, so their order does not matter. In this form the widths need not be whole numbers of grid steps.

One box does not serve both layers. Harmonic $m$ of the ripple in B has $k=2\pi m/b$. With $a/b=1+\delta$, the box of width $a$ leaves the fraction
\begin{equation}
\frac{\sin(\pi ma/b)}{\pi ma/b}
=(-1)^m\frac{\sin(\pi m\delta)}{\pi m(1+\delta)}
\approx(-1)^m\frac{\delta}{1+\delta}, \label{onebox}
\end{equation}
where the last form holds for $\pi m|\delta|\ll1$. All low harmonics are reduced by about the same factor, so a sharply structured ripple stays sharply structured.

\section{What the fit does}

Let $x$ be measured from the centre of a fit window of length $W$. The least-squares slope is $s=\int xV\,dx/\int x^2dx$ with $\int x^2dx=W^3/12$. Since $x=-\tfrac12\,\frac{d}{dx}(W^2/4-x^2)$ and the bracket vanishes at both ends, integration by parts gives
\begin{equation}
s=\frac{12}{W^3}\int_{-W/2}^{W/2}xV\,dx
=\frac{6}{W^3}\int_{-W/2}^{W/2}\Big(\frac{W^2}{4}-x^2\Big)\frac{dV}{dx}\,dx . \label{weight}
\end{equation}
The weight integrates to one. The fit thus returns a weighted mean of the local slope that favours the window centre and suppresses the ends, where interface effects are strongest.

For a leftover ripple $A_r\sin(kx+\varphi)$, only the part $A_r\cos\varphi\,\sin kx$ contributes:
\begin{align}
s_r&=\frac{12A_r\cos\varphi}{W^3}\left[-\frac{x\cos kx}{k}+\frac{\sin kx}{k^2}\right]_{-W/2}^{W/2}\\
&=\frac{12A_r\cos\varphi}{kW^2}\left[\frac{2}{kW}\sin\frac{kW}{2}-\cos\frac{kW}{2}\right].
\end{align}
A combination $\alpha\sin\theta-\cos\theta$ is at most $\sqrt{1+\alpha^2}$ in size, hence
\begin{equation}
|s_r|\le\frac{12A_r}{kW^2}\sqrt{1+\frac{4}{(kW)^2}} . \label{bound}
\end{equation}
For $kW\gg1$ the bound falls as $1/W^2$.

\section{Scheme, cost and stability}

\begin{verbatim}
input : V[0..N-1] on z = i*h, N*h = L; a, b; bias U;
        layer limits (z1, z2); guard g
1  V <- V - U*z/L                # make V periodic
2  F <- FFT(V)
3  for each k: F[k] <- F[k]*S(k*a)*S(k*b)   # S(0) = 1
4  V2 <- inverse FFT(F) + U*z/L  # a line passes unchanged
5  M <- (a+b)/2 + g
6  for each layer (z1, z2):
7     select points with z1+M < z < z2-M
8     x <- z - mean(z)
9     E <- -sum(x*V2)/sum(x*x)
10    report E and the largest deviation from the line
11 repeat 5-10 with larger g; accept E when it is steady
\end{verbatim}

A three-dimensional potential is first averaged over the layer plane, at a cost proportional to the number of its grid points. The transforms then cost $O(N\log N)$ and the fits $O(N)$.

Since $|S|\le1$, the filter amplifies no Fourier component, and noise in the input is not magnified. The grid must resolve the ripple, because a component aliased to small $k$ passes the filter. A running mean over whole grid points rounds the box width. A box with relative width error $\eta$ leaves, on its own, a fraction of about $|\eta|$ of the first harmonic, by (\ref{onebox}) with $\delta=\eta$. The other box multiplies this by its own factor, which is small when $a$ and $b$ are close: on the grid of the example below, running means over 87 and 83 points leave 0.0054 of the first harmonic in A after the first box and 0.0003 after both.

\section{Worked example}

The example is a model density of Gaussian charge sheets, not a first-principles one. Each layer has 12 cells, with $a=0.41$ nm and $b=0.39$ nm, so $L_A=4.92$ nm, $L_B=4.68$ nm and $L=9.60$ nm. The total polarizations are chosen as $P_A=35.2$ and $P_B=35.0\ \mu\mathrm{C/cm^2}$.

A cell holds two planes, a quarter period to the left and to the right of its centre. They carry positive charges of $2e$ and $4e$ per $(0.39\ \mathrm{nm})^2$, which is 210.7 and 421.3 $\mu\mathrm{C/cm^2}$, each with an equal negative charge. The positive sheets have standard deviation 0.030 nm; the negative ones have 0.050 nm in A and 0.045 nm in B. Positive and negative sheets are displaced against each other to give the chosen polarization. In A the displacement is $35.2\times0.41/632.0=0.0228$ nm.

The Poisson equation was solved by Fourier transform on 2048 points. The potential swings by 6.5 V from peak to peak.

\paragraph{Expected fields.} The mean polarization is $(4.92\times35.2+4.68\times35.0)/9.60=35.1025\ \mu\mathrm{C/cm^2}$. Equation (\ref{dipolefield}) gives
\begin{equation}
E_A=\frac{-0.0975\times10^{-2}\ \mathrm{C/m^2}}{8.854\times10^{-12}\ \mathrm{F/m}}
=-1.10\times10^{8}\ \mathrm{V/m}=-1.10\ \mathrm{MV/cm},
\end{equation}
and likewise $E_B=+1.16$ MV/cm. Over one cell of A this field changes the potential by 0.045 V, less than a hundredth of the swing.

\paragraph{Recovered fields.} With $g=0.20$ nm the excluded distance is $M=0.40+0.20=0.60$ nm, and the windows are 3.71 and 3.47 nm long. The scheme returns $-1.1012$ and $+1.1576$ MV/cm, equal to the dipole values in all these digits. The filtered potential deviates from the fitted lines by less than $10^{-11}$ V.

\paragraph{Leaving out parts of the scheme.} The cases below keep the density and, unless stated, the windows fixed.
\begin{itemize}
\item No filter: the fit in A gives $-1.00$ MV/cm, an error of 0.10 MV/cm or about 10\% of $E_A$. The first ripple harmonic has amplitude 1.60 V, for which (\ref{bound}) allows up to 0.91 MV/cm. Higher harmonics add to this limit. The small error found here is an accident of the window ends: moving the two ends inward independently, each by up to 0.4 nm, gives errors of up to about 1.9 MV/cm, more than the field itself.
\item Box $a$ alone: the first harmonic in B is multiplied by $-0.0486$, as (\ref{onebox}) gives. The fit yields $E_B=1.13$ instead of 1.16 MV/cm, and the curve departs from its line by up to 0.14 V.
\item Both widths 2\% too large: the first harmonic in A is multiplied by a product of two small factors, $S(2\pi\times1.02)\,S(2\pi\times1.02\,b/a)=-6.0\times10^{-4}$. The field is still $-1.1012$ MV/cm for this window; moving the window ends inward by up to 0.4 nm gives errors of up to about 0.001 MV/cm in A and 0.002 MV/cm in B.
\item No excluded zones: the fit over all of A gives $-1.13$ MV/cm, about 3\% off, with deviations up to 0.16 V. Near an interface the boxes take in potential from both layers, so this slope is not the field of A.
\end{itemize}

\section{Consistency relations for the output}

Averaging commutes with differentiation, so the averaged charge $\overline{\overline\rho}$ obeys the same Poisson equation. Integrating it from the centre of A to the centre of B and using (\ref{dipolefield}) gives
\begin{equation}
\varepsilon_0(E_B-E_A)=\int\overline{\overline\rho}\,dz=P_A-P_B . \label{charge}
\end{equation}
In the example the left side is $8.854\times10^{-12}\times2.259\times10^{8}=2.00\times10^{-3}\ \mathrm{C/m^2}$, or $0.200\ \mu\mathrm{C/cm^2}$, as chosen. The averaged potential thus reveals a polarization difference of 0.6\% of $P_A$, but not $P_A$ itself.

At each interface the two extrapolated lines differ by a step. Under short circuit the potential returns to its value after one period, so
\begin{equation}
\Delta_{AB}+\Delta_{BA}=E_AL_A+E_BL_B=\frac{p_x}{\varepsilon_0},\quad
p_x=L\langle P\rangle-L_AP_A-L_BP_B, \label{closure}
\end{equation}
where $P_A$ and $P_B$ are the values deep in the layers and $p_x$ is the excess dipole per area from altered interface cells. With identical cells $p_x=0$ and the steps cancel; in the example they are $-0.29$ and $+0.29$ V. A nonzero sum is therefore not in itself an error. The steps, their sum and $p_x$ also depend on where the interface planes are drawn: moving the A/B plane by $s$ into B changes the sum by $(E_A-E_B)s$, which is $-0.045$ V for $s=0.2$ nm in the example, while the fields are unaffected.

\section{Other potentials and failure modes}

\paragraph{Exchange included.} A potential that is a local function of the density repeats from cell to cell wherever the density does. It changes $c_j$ and $r_j$ but not $E_j$. To illustrate this, the local exchange potential, proportional to the cube root of the density, was evaluated for the negative charge, taken as uniform in the plane, and expressed as an electrostatic potential. It moved the line of A by 6.28 V and that of B by 6.33 V, which changes each step by 0.05 V, and left both fields unchanged to four decimals in MV/cm. The line-up steps therefore depend on which potential is used, while a local addition leaves the fields alone. The argument does not cover nonlocal or orbital-dependent exchange-correlation potentials, which can carry a linear part in a polarized insulator; the electrostatic potential is the safe input.

\paragraph{Relaxation at interfaces.} If the polarization deviates by $\delta P(z)$ from its deep value, the local macroscopic field deviates by $-\delta P/\varepsilon_0$, the two boxes smooth this deviation, and the fit averages the result with the weight in (\ref{weight}). Let the cells of A deviate by $-0.2\ \mu\mathrm{C/cm^2}\times e^{-d/(0.2\ \mathrm{nm})}$ from each interface, where $d$ is the distance of the cell centre. The deep field is then $-1.1806$ MV/cm. Excluding 0.60 nm gives $-1.1751$, an error of 0.5\%; excluding 1.00 nm gives $-1.1795$, an error of 0.1\%. With the wider exclusion in both layers, $E_AL_A+E_BL_B=-0.0757$ V, against $p_x/\varepsilon_0=-0.0763$ V from the dipoles.

\paragraph{Thin layers.} Here $2M=1.2$ nm, while three cells of A measure 1.23 nm. With $g=0.20$ nm such a layer leaves a window of only 0.03 nm. The charge sheets of this model are narrow enough to allow $g=0.10$ nm, and the window of 0.23 nm then still gives the correct field. Where the charge density needs a guard distance above 0.20 nm, practically no window remains.

\paragraph{Domains.} Plane averaging mixes regions of opposite polarization. If a fraction $f$ of the area has all dipoles reversed, linearity of the Poisson equation gives an average field $(1-2f)E_j$. For $f=0.1$ the scheme returns $-0.88$ MV/cm in A. For $f=1/2$ it returns zero although local fields exist.

\section{Relation to real superlattices}

The periods are close to those of a PbTiO$_3$/SrTiO$_3$ superlattice, and the polarizations and fields have the order of magnitude expected there. They are not a matched set for that material. The polarizations were imposed here, whereas in the material they follow from the dielectric response of both layers. Holding SrTiO$_3$ at 35 $\mu\mathrm{C/cm^2}$ is expected to take a field of several MV/cm, more than the $E_B$ of the example. The example also assumes a single domain: with a tenth of the area reversed at fixed polarizations, the average field falls by 20\%. Real superlattices with layers this thick commonly break into domains or polar vortices with a reversed fraction near one half, and the plane-averaged field then says little about the local fields.

Electronic effects are smaller for these numbers. The potential drop across A is $0.110\ \mathrm{V/nm}\times4.92\ \mathrm{nm}=0.54$ V. Against a rough gap of 3 eV this leaves about 2.5 eV before band offsets, which can reduce it further. Interband tunnelling would need a length of $3/0.110\approx27$ nm at this field, more than the layer offers. With free-electron masses, a gap of 2.5 eV gives a thermal carrier density below $1\ \mathrm{cm^{-3}}$ at 300 K. An assumed $10^{18}\ \mathrm{cm^{-3}}$ of uncompensated carriers with relative permittivity 100 would change the field across A by $enL_A/(\varepsilon_0\varepsilon_r)=0.009$ MV/cm, under 1\% of $E_A$. The permittivity is an assumed scale only: a ferroelectric layer held well below its spontaneous polarization can have a very different, even negative, differential permittivity. Thicker layers or stronger fields give a larger drop; at 3 MV/cm it would be about 1.5 V across A. Once it approaches the gap, charge moves between the interfaces and the condition of no free charge fails.

All numerical values are calculated from the stated model.
